# Generalised Bloch equation and low-order effective Hamiltonians for quasi-degenerate states: a program that tests the result

```python
"""
Result under test: the generalised Bloch equation
    [Omega, H0] P = V Omega P - Omega P V Omega P
and the expansion of the effective Hamiltonian Heff = P (H0 + V) Omega P:
    H2_ij = sum_q V_iq V_qj / (E_j - E_q)            (no folded term)
    H3_ij = ladder term - folded sum                 (folded term appears)
    H2 - H2^T = [H0, Omega1^T Omega1]                (non-Hermiticity)

Symbols: H0 zeroth-order Hamiltonian with energies E; V perturbation;
P projector on the model space (labels i, j, k), Q its complement (q, r);
Omega wave operator, with P Omega P = P; S = Omega^T Omega.
All matrices are real, so the adjoint is the transpose.

Example: O4+, two valence electrons outside a frozen 1s2 core, 1S symmetry,
model space 2s2 and 2p2. H0 = sum of core Fock operators, V = repulsion.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants, e as elementary_charge
from pyscf import gto

HARTREE_EV = physical_constants['Hartree energy in eV'][0]

# ---------- atomic integrals in an even-tempered Gaussian basis ----------
smallest_exponent, ratio = 0.4, 2.5
shell_counts = {0: 9, 1: 6, 2: 4}
basis = [[l, [smallest_exponent * ratio**k, 1.0]]
         for l, count in shell_counts.items() for k in range(count)]
mol = gto.M(atom='O 0 0 0', basis={'O': basis}, charge=6, spin=0, verbose=0)
overlap = mol.intor('int1e_ovlp')
one_electron = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
n_ao = overlap.shape[0]
eri = mol.intor('int2e', aosym='s1').reshape((n_ao,) * 4)
first_ao = mol.ao_loc_nr()
ao_index = {l: [[first_ao[b] + m for b in range(mol.nbas)
                 if mol.bas_angular(b) == l] for m in range(2 * l + 1)]
            for l in shell_counts}

# ---------- Hartree-Fock for the 1s2 core ----------
s_ao = ao_index[0][0]
s_block = np.ix_(s_ao, s_ao)
eri_s = eri[np.ix_(s_ao, s_ao, s_ao, s_ao)]
core_vector = eigh(one_electron[s_block], overlap[s_block])[1][:, 0]
density = np.outer(core_vector, core_vector)
for iteration in range(60):
    fock_s = (one_electron[s_block]
              + 2 * np.einsum('abcd,cd->ab', eri_s, density)
              - np.einsum('acbd,cd->ab', eri_s, density))
    core_vector = eigh(fock_s, overlap[s_block])[1][:, 0]
    new_density = np.outer(core_vector, core_vector)
    density_change = np.abs(new_density - density).max()
    density = new_density
assert density_change < 1e-9
core_density = np.zeros((n_ao, n_ao))
core_density[s_block] = density
fock = (one_electron + 2 * np.einsum('abcd,cd->ab', eri, core_density)
        - np.einsum('acbd,cd->ab', eri, core_density))

# ---------- valence orbitals, one radial set for each l ----------
orbital_energy, radial = {}, {}
for l in shell_counts:
    block = np.ix_(ao_index[l][0], ao_index[l][0])
    energies, vectors = eigh(fock[block], overlap[block])
    skip = 1 if l == 0 else 0                 # leave out the 1s core orbital
    orbital_energy[l], radial[l] = energies[skip:], vectors[:, skip:]

# ---------- all 1S configurations; the model space comes first ----------
model = [(0, 0, 0), (1, 0, 0)]
others = [(l, n, p) for l in shell_counts
          for n in range(len(orbital_energy[l]))
          for p in range(n, len(orbital_energy[l])) if (l, n, p) not in model]
configs = model + others
dim = len(configs)
pair = {}
for l in shell_counts:
    for k in shell_counts:
        summed = sum(eri[np.ix_(a, b, a, b)]
                     for a in ao_index[l] for b in ao_index[k])
        pair[l, k] = np.einsum('abcd,an,bk,cp,dq->nkpq', summed, radial[l],
                               radial[k], radial[l], radial[k], optimize=True)
        pair[l, k] /= np.sqrt((2 * l + 1) * (2 * k + 1))
E = np.array([orbital_energy[l][n] + orbital_energy[l][p]
              for l, n, p in configs]) * HARTREE_EV
V = np.zeros((dim, dim))
for a, (l, n, p) in enumerate(configs):
    for b, (k, r, t) in enumerate(configs):
        norm = np.sqrt((1 + (n == p)) * (1 + (r == t)))
        V[a, b] = (pair[l, k][n, r, p, t] + pair[l, k][n, t, p, r]) / norm
V *= HARTREE_EV
assert np.abs(V - V.T).max() < 1e-8
V = (V + V.T) / 2
H = np.diag(E) + V
reference, eigenvectors = eigh(H)

# Check the configuration algebra: the eigenvectors must solve the
# two-electron equation in the full product space of valence orbitals.
columns, position = [], {}
for l in shell_counts:
    for n in range(len(orbital_energy[l])):
        for m in range(2 * l + 1):
            column = np.zeros(n_ao)
            column[ao_index[l][m]] = radial[l][:, n]
            position[l, n, m] = len(columns)
            columns.append(column)
T = np.array(columns).T
fock_mo = T.T @ fock @ T
for state in (0, 1):
    pair_function = np.zeros((T.shape[1],) * 2)
    for amplitude, (l, n, p) in zip(eigenvectors[:, state], configs):
        for m in range(2 * l + 1):
            x, y = position[l, n, m], position[l, p, m]
            share = amplitude / np.sqrt(2 * l + 1)
            if n == p:
                pair_function[x, x] += share
            else:
                pair_function[x, y] += share / np.sqrt(2)
                pair_function[y, x] += share / np.sqrt(2)
    repulsion = T.T @ np.einsum('acbd,cd->ab', eri,
                                T @ pair_function @ T.T) @ T
    residual = (fock_mo @ pair_function + pair_function @ fock_mo + repulsion
                - reference[state] / HARTREE_EV * pair_function)
    assert np.abs(residual).max() < 1e-7


# ---------- wave operator from its definition ----------
def wave_operator(hamiltonian, states=(0, 1)):
    """Map the model-space projections of eigenvectors to the eigenvectors."""
    chosen = eigh(hamiltonian)[1][:, list(states)]
    return chosen @ np.linalg.inv(chosen[:2])


def bloch_residual(omega):
    left = omega * E[:2] - E[:, None] * omega
    v_omega = V @ omega
    return np.abs(left - (v_omega - omega @ v_omega[:2])).max()


def hermitian_form(h_eff, omega):
    values, vectors = eigh(omega.T @ omega)
    root = (vectors * np.sqrt(values)) @ vectors.T
    return root @ h_eff @ np.linalg.inv(root)


omega = wave_operator(H)
h_exact = (H @ omega)[:2]
model_weights = (eigenvectors[:2, :2]**2).sum(axis=0)
assert model_weights.min() > 0.8
bloch_error = bloch_residual(omega)
assert bloch_error < 1e-6
assert bloch_residual(wave_operator(H, (0, 2))) < 1e-5   # other branch too
assert np.allclose(np.sort(np.linalg.eigvals(h_exact).real),
                   reference[:2], atol=1e-7)
S = omega.T @ omega
assert np.abs(h_exact.T @ S - S @ h_exact).max() < 1e-6
h_sym = hermitian_form(h_exact, omega)
assert np.abs(h_sym - h_sym.T).max() < 1e-6
assert np.allclose(eigh((h_sym + h_sym.T) / 2)[0], reference[:2], atol=1e-6)


# ---------- orders of Heff extracted from diagonalisations ----------
def numerical_orders(energies, perturbation):
    """Taylor coefficients in lam of Heff and of its Hermitian form."""
    step, nodes = 0.05, np.arange(-4, 5)
    plain, symmetric = [], []
    for node in nodes:
        h_lam = np.diag(energies) + step * node * perturbation
        om = wave_operator(h_lam)
        h_eff = (h_lam @ om)[:2]
        plain.append(h_eff.ravel())
        symmetric.append(hermitian_form(h_eff, om).ravel())
    matrix = np.vander(nodes.astype(float), increasing=True)
    scale = step ** np.arange(9)[:, None]
    return [(np.linalg.solve(matrix, np.array(data)) / scale).reshape(9, 2, 2)
            for data in (plain, symmetric)]


# ---------- explicit second- and third-order sums ----------
def explicit_orders(energies, perturbation):
    vpp, vpq = perturbation[:2, :2], perturbation[:2, 2:]
    vqq = perturbation[2:, 2:]
    gap = energies[None, :2] - energies[2:, None]
    omega1 = vpq.T / gap
    second = vpq @ omega1
    ladder = vpq @ ((vqq @ omega1) / gap)
    folded = -vpq @ ((omega1 @ vpp) / gap)
    return second, ladder, folded, omega1.T @ omega1


gap_min = (E[2:].min() - E[:2].max())
assert gap_min > 1.0
H2, ladder, folded, s2 = explicit_orders(E, V)
H3 = ladder + folded
taylor, taylor_sym = numerical_orders(E, V)
error2 = np.abs(taylor[2] - H2).max()
error3 = np.abs(taylor[3] - H3).max()
error3_unfolded = np.abs(taylor[3] - ladder).max()
assert error2 < 1e-5          # rounding divided by step**2
assert error3 < 1e-4          # rounding divided by step**3
assert error3_unfolded > 1e-2  # the folded term is really needed

# Non-Hermiticity at second order, and the symmetrised second order
H0P = np.diag(E[:2])
asym2 = taylor[2] - taylor[2].T
assert np.abs(asym2 - (H0P @ s2 - s2 @ H0P)).max() < 2e-5
assert np.abs(asym2).max() > 1e-3
assert np.abs(taylor_sym[2] - (H2 + H2.T) / 2).max() < 2e-5

# Equal model energies: the splitting is moved from H0 into V
E_deg = E.copy()
E_deg[:2] = E[:2].mean()
V_deg = V + np.diag(E - E_deg)
taylor_deg = numerical_orders(E_deg, V_deg)[0]
_, ladder_deg, folded_deg, s2_deg = explicit_orders(E_deg, V_deg)
VP = V_deg[:2, :2]
asym3_deg = taylor_deg[3] - taylor_deg[3].T
assert np.abs(taylor_deg[2] - taylor_deg[2].T).max() < 2e-5
assert np.abs(ladder_deg - ladder_deg.T).max() < 1e-9
assert np.abs(asym3_deg - (VP @ s2_deg - s2_deg @ VP)).max() < 2e-4
assert np.abs(asym3_deg - (folded_deg - folded_deg.T)).max() < 2e-4
assert np.abs(asym3_deg).max() > 1e-3

# ---------- general recursion for the wave operator ----------
max_order = 10
omegas = [np.eye(dim)[:, :2]]
h_orders = [H0P, V[:2, :2]]
for n in range(1, max_order):
    right = V @ omegas[n - 1]
    for m in range(1, n):
        right = right - omegas[m] @ (V @ omegas[n - 1 - m])[:2]
    term = np.zeros((dim, 2))
    term[2:] = right[2:] / (E[None, :2] - E[2:, None])
    omegas.append(term)
    h_orders.append((V @ term)[:2])
assert np.abs(h_orders[4] - taylor[4]).max() < 1e-3  # rounding / step**4


def levels(matrix):
    values = np.linalg.eigvals(matrix)
    assert np.abs(np.imag(values)).max() < 1e-10
    return np.sort(np.real(values))


# ---------- one intermediate configuration followed by hand ----------
products = V[0, 2:] * V[2:, 1]
q = 2 + int(np.argmax(np.abs(products / (E[1] - E[2:]))))
l, n, p = configs[q]
offset = {0: 2, 1: 2, 2: 3}[l]
q_name = f"{n + offset}{'spd'[l]} {p + offset}{'spd'[l]}"

# Ordinary second order for 2s2 alone, with 2p2 among the outer states
single = E[0] + V[0, 0] + np.sum(V[0, 1:]**2 / (E[0] - E[1:]))


def show(name, matrix):
    print(f"{name} [11 12 21 22] (eV):",
          " ".join(f"{value:.4f}" for value in matrix.ravel()))


print("Index 1 = 2s2 1S, index 2 = 2p2 1S; zero = frozen O6+ core")
print(f"Smallest exponent (bohr^-2): {smallest_exponent}; ratio: {ratio}")
print("Number of s, p, d shells:", *shell_counts.values())
print("Number of 1S configurations:", dim)
print(f"Orbital energy 2s (eV): {orbital_energy[0][0] * HARTREE_EV:.4f}")
print(f"Orbital energy 2p (eV): {orbital_energy[1][0] * HARTREE_EV:.4f}")
print(f"E_1, E_2 (eV): {E[0]:.4f} {E[1]:.4f}")
print(f"E_2 - E_1 (eV): {E[1] - E[0]:.4f}")
print(f"Lowest Q energy minus E_2 (eV): {gap_min:.4f}")
show("PVP", V[:2, :2])
print("Followed Q configuration (orbitals numbered in basis):", q_name)
print(f"  its E_q (eV): {E[q]:.4f}")
print(f"  V_1q V_q2 (eV^2): {products[q - 2]:.4f}")
print(f"  E_1-E_q, E_2-E_q (eV): {E[0] - E[q]:.4f} {E[1] - E[q]:.4f}")
print(f"  its part of H2_12 (eV): {products[q - 2] / (E[1] - E[q]):.4f}")
print(f"  its part of H2_21 (eV): {products[q - 2] / (E[0] - E[q]):.4f}")
show("H2", H2)
print(f"H2_12 - H2_21 (eV): {H2[0, 1] - H2[1, 0]:.5f}")
print(f"(Omega1^T Omega1)_12 (no unit): {s2[0, 1]:.6f}")
print(f"(E_1-E_2)(Omega1^T Omega1)_12 (eV): {(E[0] - E[1]) * s2[0, 1]:.5f}")
show("H3 ladder part", ladder)
show("H3 folded part", folded)
show("H3 total", H3)
show("Exact-in-basis Heff", h_exact)
show("Its Hermitian form", h_sym)
print(f"Equal model energies: H3_12 - H3_21 (eV): {asym3_deg[0, 1]:.5f}")
print(f"Largest Bloch residual (eV): {bloch_error:.1e}")
print(f"H2 sum against diagonalisation, deviation (eV): {error2:.1e}")
print(f"H3 sum against diagonalisation, deviation (eV): {error3:.1e}")
print(f"Same without folded term (eV): {error3_unfolded:.4f}")
print("Model-space weights of the two states:",
      *(f"{w:.5f}" for w in model_weights))
print(f"Reference levels (eV): {reference[0]:.4f} {reference[1]:.4f}")
for order in (1, 2, 3, 4, max_order):
    low, high = levels(sum(h_orders[:order + 1]))
    print(f"Levels through order {order} (eV): {low:.4f} {high:.4f}; "
          f"errors {low - reference[0]:.4f} {high - reference[1]:.4f}")
mean_levels = levels(H0P + V[:2, :2] + (H2 + H2.T) / 2)
print(f"Order 2, symmetrised (eV): {mean_levels[0]:.4f} {mean_levels[1]:.4f}")
print(f"Single-state order 2 for 2s2 (eV): {single:.4f}; "
      f"error {single - reference[0]:.4f}")
second_levels = levels(H0P + V[:2, :2] + H2)
for name, pair_levels in (("order 2", second_levels),
                          ("reference", reference[:2])):
    separation = pair_levels[1] - pair_levels[0]
    print(f"Level separation, {name}: {separation:.4f} eV = "
          f"{separation * elementary_charge:.4e} J")
print("all good")
```

Running it gives:

```
Index 1 = 2s2 1S, index 2 = 2p2 1S; zero = frozen O6+ core
Smallest exponent (bohr^-2): 0.4; ratio: 2.5
Number of s, p, d shells: 9 6 4
Number of 1S configurations: 67
Orbital energy 2s (eV): -137.7860
Orbital energy 2p (eV): -125.8211
E_1, E_2 (eV): -275.5719 -251.6422
E_2 - E_1 (eV): 23.9298
Lowest Q energy minus E_2 (eV): 58.9269
PVP [11 12 21 22] (eV): 27.4376 9.8757 9.8757 36.6499
Followed Q configuration (orbitals numbered in basis): 2s 3s
  its E_q (eV): -192.7152
  V_1q V_q2 (eV^2): 21.0034
  E_1-E_q, E_2-E_q (eV): -82.8567 -58.9269
  its part of H2_12 (eV): -0.3564
  its part of H2_21 (eV): -0.2535
H2 [11 12 21 22] (eV): -0.9448 -1.0394 -0.8495 -3.0066
H2_12 - H2_21 (eV): -0.18994
(Omega1^T Omega1)_12 (no unit): 0.007937
(E_1-E_2)(Omega1^T Omega1)_12 (eV): -0.18994
H3 ladder part [11 12 21 22] (eV): 0.2426 0.4362 0.2716 1.1757
H3 folded part [11 12 21 22] (eV): -0.2925 -0.4869 -0.3816 -1.0985
H3 total [11 12 21 22] (eV): -0.0499 -0.0507 -0.1100 0.0772
Exact-in-basis Heff [11 12 21 22] (eV): -249.1290 8.7820 8.9358 -217.9213
Its Hermitian form [11 12 21 22] (eV): -249.1286 8.8593 8.8593 -217.9217
Equal model energies: H3_12 - H3_21 (eV): -0.14717
Largest Bloch residual (eV): 7.7e-12
H2 sum against diagonalisation, deviation (eV): 2.6e-11
H3 sum against diagonalisation, deviation (eV): 4.8e-10
Same without folded term (eV): 1.0985
Model-space weights of the two states: 0.99433 0.96634
Reference levels (eV): -251.4683 -215.5821
Levels through order 1 (eV): -250.8539 -212.2727; errors 0.6143 3.3094
Levels through order 2 (eV): -251.4626 -215.6155; errors 0.0057 -0.0334
Levels through order 3 (eV): -251.4644 -215.5864; errors 0.0039 -0.0043
Levels through order 4 (eV): -251.4684 -215.5858; errors -0.0001 -0.0037
Levels through order 10 (eV): -251.4683 -215.5821; errors 0.0000 -0.0000
Order 2, symmetrised (eV): -251.4628 -215.6152
Single-state order 2 for 2s2 (eV): -253.1548; error -1.6865
Level separation, order 2: 35.8471 eV = 5.7433e-18 J
Level separation, reference: 35.8862 eV = 5.7496e-18 J
all good
```
